# Complex lead bands with singular interlayer coupling, sorted by group velocity

In a tight-binding model of silicon, at 1.2713 eV above the valence maximum, an electron state with wavevector $k=-0.6108\,k_X$ along [001] travels to the right at $2.18\times10^5$ m/s. Its partner at $k=-0.8532\,k_X$ travels to the left. Both wavevectors are negative, so the sign of $k$ cannot tell which way a state moves. A second natural idea, that of stepping the wave function from one two-plane layer to the next with a transfer matrix, fails in its usual form. The interlayer coupling has 10 rows but rank 5, and the usual formula needs its inverse.

## The lead and the inverse that does not exist

A lead is a periodic stack of layers, numbered by $n$ from left to right, with period $L$. Each layer carries $N$ orthonormal orbitals with amplitudes $c_n$. Let $H_0$ be the Hermitian Hamiltonian of one layer and $H_1$ the coupling from layer $n$ to layer $n+1$. With coupling between adjacent layers only, the Schrödinger equation at fixed real energy $E$ is

$$(E-H_0)c_n-H_1c_{n+1}-H_1^\dagger c_{n-1}=0. \tag{1}$$

The naive scheme solves this for $c_{n+1}$:

$$c_{n+1}=H_1^{-1}\left[(E-H_0)c_n-H_1^\dagger c_{n-1}\right].$$

For silicon divided into two-plane layers this step is impossible. The example uses the nearest-neighbour sp3s* model with the Vogl parameters, without spin and at zero transverse wavevector. Its period is half the lattice constant, $L=0.27155$ nm, and $k_X=\pi/L$. A layer holds two atomic planes with five orbitals each, so $N=10$. Nearest-neighbour bonds join only the upper plane of one layer to the lower plane of the next. Only one $5\times5$ block of $H_1$ is therefore nonzero, so the rank is at most 5. The singularity comes from grouping two planes into one layer. In this model it can be avoided by stepping plane by plane, because each $5\times5$ block between neighbouring planes is invertible. That escape is lost in any model where such a block is itself singular, so a method that needs no inverse is more general. A small number $\epsilon$ added to the diagonal of $H_1$ makes it invertible, but it shifts the roots in proportion to $\epsilon$, and when $\epsilon$ is made very small to suppress the shift, the inverse becomes so ill-conditioned that rounding error takes over.

## An eigenvalue problem without the inverse

Bloch's condition $c_{n+1}=\lambda c_n$, with $\lambda=e^{i\theta}$ and $\theta=kL$, turns (1) into $[E-H(\lambda)]c=0$, where

$$H(\lambda)=H_0+\lambda H_1+\lambda^{-1}H_1^\dagger.$$

Complex $\theta$ is allowed: $|\lambda|<1$ means decay to the right. Multiplication by $\lambda$ removes the negative power:

$$P(\lambda)c=0,\qquad P(\lambda)=\lambda(E-H_0)-\lambda^2H_1-H_1^\dagger. \tag{2}$$

This is quadratic in $\lambda$. It becomes linear if $\lambda c$ is carried as a second unknown, $v=(c,\lambda c)$:

$$Av=\lambda Bv,\quad
A=\begin{pmatrix}0&1\\-H_1^\dagger&E-H_0\end{pmatrix},\quad
B=\begin{pmatrix}1&0\\0&H_1\end{pmatrix}. \tag{3}$$

The first row says $\lambda c=\lambda c$. The second says $-H_1^\dagger c+(E-H_0)\lambda c=\lambda H_1\lambda c$, which is (2).

No root is gained or lost. In

$$A-\lambda B=\begin{pmatrix}-\lambda&1\\-H_1^\dagger&E-H_0-\lambda H_1\end{pmatrix}$$

add $\lambda$ times the second block column to the first, which leaves the determinant unchanged. The first column becomes $(0,P(\lambda))$, so $\det(A-\lambda B)=(-1)^N\det P(\lambda)$.

The QZ algorithm finds unitary $Q,Z$ with $A=QSZ^\dagger$ and $B=QTZ^\dagger$, where $S$ and $T$ are upper triangular. With diagonal entries $\alpha_i$ and $\beta_i$, the determinant is proportional to $\prod_i(\alpha_i-\lambda\beta_i)$. Each root is kept as a pair, $\lambda_i=\alpha_i/\beta_i$, and $\beta_i=0$ is simply an infinite root.

The extreme roots have a plain meaning. If $Av=0$, the first row makes the lower half of $v$ vanish and the second requires $H_1^\dagger c=0$. Such a $c$ sends no amplitude into the next layer, so it has $\lambda=0$. If $Bv=0$, then $v=(0,c)$ with $H_1c=0$, and $\lambda=\infty$. Silicon gives 5 zero, 5 infinite and 10 finite factors. Crystal symmetry on this line separates s, $p_z$ and s* from $p_x$ and $p_y$, so the finite factors also follow from scalar equations in $\cos(\theta/2)$. At 1.2713, 1.0713, $-1.0$ and 5.0 eV the two routes differ by at most $6.4\times10^{-15}$ relative to the scalar roots.

The roots come in pairs. For real $E$, $H(\lambda)^\dagger=H(1/\lambda^*)$. Put $p(\lambda)=\det P(\lambda)=\lambda^N\det[E-H(\lambda)]$. Then

$$[p(1/\lambda^*)]^*=\lambda^{-N}\det[E-H(\lambda)]=\lambda^{-2N}p(\lambda).$$

So $\lambda$ and $1/\lambda^*$ are roots together, and zero pairs with infinity. A decaying mode has a growing partner. On the unit circle $1/\lambda^*=\lambda$, and the pairing says nothing about direction.

## What decides the direction

Layers to the right of a chosen cut gain probability through the bond at the cut. From $i\hbar\,\dot c_{n+1}=\dots+H_1^\dagger c_n$, the rate of gain is

$$J=\frac{2}{\hbar}\,\mathrm{Im}\left(c_{n+1}^\dagger H_1^\dagger c_n\right)
=-\frac{2}{\hbar}\,\mathrm{Im}\left(\lambda\,c^\dagger H_1c\right),$$

where the last form uses $c_{n+1}=\lambda c_n$, $|\lambda|=1$ and $c^\dagger c=1$.

Now compare the slope of the band. Differentiating $E=c^\dagger H(\theta)c$ for a normalised eigenvector, the terms from $dc/d\theta$ add to $E\,d(c^\dagger c)/d\theta=0$. What remains is

$$\frac{dE}{d\theta}=c^\dagger Sc,\qquad S=\frac{dH}{d\theta}=i\left(e^{i\theta}H_1-e^{-i\theta}H_1^\dagger\right). \tag{4}$$

With $z=\lambda c^\dagger H_1c$ this is $i(z-z^*)=-2\,\mathrm{Im}\,z$, hence $J=\hbar^{-1}dE/d\theta$. The group velocity is

$$v=\frac1\hbar\frac{dE}{dk}=\frac L\hbar\frac{dE}{d\theta}=LJ.$$

Its sign is the direction of probability flow.

The four propagating modes at 1.2713 eV are:

| $k/k_X$ | $v$ ($10^5$ m/s) | direction |
|---|---|---|
| $-0.8532$ | $-2.113$ | left |
| $-0.6108$ | $+2.181$ | right |
| $+0.6108$ | $-2.181$ | left |
| $+0.8532$ | $+2.113$ | right |

The conduction minimum of the model is 1.1713 eV, at $k=\pm0.7311\,k_X$. Each valley has a falling flank on its left and a rising flank on its right. The state at $-0.6108\,k_X$ is on the rising flank of the negative valley. Its slope is $dE/d\theta=\hbar v/L=0.53$ eV. A parabolic valley with the model's longitudinal mass, $m=0.742\,m_0$, would give both flanks the speed $\sqrt{2(0.10\ \mathrm{eV})/m}=2.18\times10^5$ m/s. The 3% difference between the computed speeds shows that the band is not symmetric about its minimum, as a parabola would be.

## Why the right-going set has N members

An open lead needs as many outgoing solutions as a layer has amplitudes. To count them, replace $E$ by $E+i\eta$ with small $\eta>0$, the prescription that selects the retarded, outgoing response. To first order $\delta\theta=i\eta/(dE/d\theta)$, so

$$|\lambda|=|e^{i(\theta+\delta\theta)}|=\exp\left(-\frac{\eta}{dE/d\theta}\right). \tag{5}$$

A right mover shifts inside the unit circle and a left mover shifts outside. With $\eta=10^{-5}$ eV, (5) was tested for every propagating mode at 1.2713 and $-1.0$ eV, and $-\ln|\lambda|$ agreed with $\eta/(dE/d\theta)$ to within one part in a thousand.

Consider next the polynomial

$$\lambda^N\det[E+i\eta-tH(\lambda)],\qquad 0\le t\le1.$$

On the unit circle $tH$ is Hermitian and has real eigenvalues, so the determinant cannot vanish there. As $t$ grows from 0 to 1, no root can cross the circle. At $t=0$ the polynomial is $(E+i\eta)^N\lambda^N$, with $N$ roots inside. Hence $N$ roots are inside at $t=1$ too, whatever the rank of $H_1$.

Let $\eta$ return to zero. Each of these roots either stays inside or reaches the circle, and by (5) those that reach it have positive velocity. The right-going set, decaying modes plus right movers, therefore has $N$ members. This requires that no propagating mode has zero velocity and that $\det P(\lambda)$ is not zero for every $\lambda$.

The count was tested at 41 energies from $-12.3$ to 9.1 eV. At each one, the right movers equalled the upward band crossings on a mesh of 4000 wavevectors, and the right-going set had 10 members.

## When one factor carries two directions

Applying (4) to each eigenvector separately still fails at a band crossing. At 1.6300 eV, two bands of the model cross at the zone boundary, $\lambda=-1$. In the run shown, the vectors returned by QZ give velocities of 2.405 and 0.000 in units of $10^5$ m/s; a different ordering of the orbitals can give other values. Neither is a band slope.

Let $c_+$ and $c_-$ be the orthonormal right and left movers, with slopes $\pm s$ and no matrix element of $S$ between them. Any normalised mixture $xc_++yc_-$ is an equally valid eigenvector, with

$$c^\dagger Sc=(|x|^2-|y|^2)s.$$

This can take any value from $-s$ to $s$. The two values for an orthonormal pair would sum to zero, the trace of $S$ in this space. The printed values do not, so the QZ vectors are not orthogonal.

The cure is degenerate perturbation theory. Collect the $m$ modes with a common $\lambda$, take an orthonormal basis $W$ of the null space of $E-H(\theta)$, and expand:

$$W^\dagger H(\theta+\delta)W=E+\delta\,W^\dagger SW+O(\delta^2).$$

Coupling to the other states enters the energies at order $\delta^2$. The slopes are thus the eigenvalues of the $m\times m$ matrix $W^\dagger SW$. They give $\pm4.197\times10^5$ m/s, in agreement with the finite-difference slope of the bands.

## From modes to a boundary condition

A device attached to the lead needs a matrix $F$ with $c_{n+1}=Fc_n$ for right-going waves. Inserting it in (1) gives $(E-H_0-H_1F)c_n=H_1^\dagger c_{n-1}$. The infinite lead beyond layer $n$ is replaced by the self-energy $\Sigma_R=H_1F$.

The naive construction puts the right-going eigenvectors into a square matrix $U$ and forms $F=U\Lambda U^{-1}$, with the factors on the diagonal of $\Lambda$. A singular $H_1$ can spoil this as well. Take two orbitals per layer, $H_0=0$, and a single coupling of 1 eV from orbital 1 of each layer to orbital 2 of the next. The lead is then a row of separate dimers. With energies in eV,

$$E-H(\lambda)=\begin{pmatrix}E&-\lambda\\-\lambda^{-1}&E\end{pmatrix},\qquad \det P(\lambda)=\lambda^2(E^2-1).$$

There are two zero roots, but $H_1^\dagger c=0$ has one independent solution, so $U$ cannot be inverted. For $E\neq0$ the matrix $F$ exists all the same. Orbital 2 of the next layer obeys $Ec_{n+1}^{(2)}=c_n^{(1)}$, and orbital 1 there belongs to an undriven dimer and vanishes if $E^2\ne1$. Thus

$$F=\begin{pmatrix}0&0\\1/E&0\end{pmatrix},\qquad \Sigma_R=\begin{pmatrix}1/E&0\\0&0\end{pmatrix}.$$

Since $F^2=0$ while $F\neq0$, this $F$ cannot be diagonalised.

The remedy is to use the space spanned by the modes and not the modes themselves. Reorder the QZ form so that the $N$ right-going roots come first. Let $Z_1$ and $Z_2$ be the upper and lower halves of the first $N$ columns of $Z$, and $S_{11},T_{11}$ the leading triangular blocks. Right-going roots are finite, so $T_{11}$ is invertible. With $M=T_{11}^{-1}S_{11}$,

$$A\begin{pmatrix}Z_1\\Z_2\end{pmatrix}=B\begin{pmatrix}Z_1\\Z_2\end{pmatrix}M.$$

The first row gives $Z_2=Z_1M$. If $Z_1$ is invertible, set

$$F=Z_2Z_1^{-1}=Z_1MZ_1^{-1}. \tag{6}$$

Then $Z_2M=Z_1M^2=F^2Z_1$, and the second row, multiplied by $Z_1^{-1}$ from the right, reads

$$-H_1^\dagger+(E-H_0)F-H_1F^2=0.$$

This is (1) for $c_n=F^nc_0$, and $F$ has the chosen roots as eigenvalues. No eigenvector matrix was inverted. The matrix $Z_1$ is singular if a right-going solution exists with $c_0=0$. A state bound to the surface of the cut lead is such a case, and $\Sigma_R$ then has no finite value. The silicon lead used here has such states, for example at 0.28 eV, inside the gap, and at 1.715 eV.

For silicon at 1.2713 eV, $\Sigma_R$ from (6) was compared with recursive elimination of layers at $\eta=10^{-7}$ eV. The largest difference of any element is $2.0\times10^{-6}$ eV. The transmission of the ideal lead, built from the eliminated-layer self-energies, is 2.00000 per spin, one unit for each right mover.

## Where the scheme stops

A singular $H_1$ is harmless, but a flat band at the chosen energy is not. In the dimer lead at $E=1$ eV, $\det P(\lambda)$ vanishes for every $\lambda$, and the roots lose their meaning. At the trial value $\lambda=0.37+0.81i$, the smallest singular value of $A-\lambda B$ drops from 0.283 at 0.5 eV to $8.3\times10^{-17}$ at 1 eV. A small $\eta$ restores a regular problem, because the determinant is then nonzero on the unit circle.

A band edge is a different limit. Near the minimum at $\theta_0$, $E\approx E_c+\tfrac12E''(\theta-\theta_0)^2$, so

$$\theta-\theta_0=\pm\sqrt{2(E-E_c)/E''}.$$

Left and right movers merge and both velocities vanish. Here $E''=\hbar^2/(mL^2)\approx1.4$ eV. A rounding error of $10^{-15}$ eV in the energy then moves $\theta$ by about $4\times10^{-8}$, far more than the error itself. The test for $|\lambda|=1$ needs a tolerance that allows for this.

At a crossing such as 1.6300 eV, the velocity matrix still classifies the modes, but ordering by $\lambda$ cannot separate two movers with the same $\lambda$. By (5), a small $\eta$ pushes them to opposite sides of the circle.

## Below the band: a tunnelling barrier

At 1.0713 eV, which is 0.10 eV below the conduction minimum, no mode propagates. The two slowest decaying modes have $k=\pm0.7301\,k_X+i\kappa$ with $\kappa=1.3887$ nm$^{-1}$. The real part remembers the valley. Setting $E-E_c=\hbar^2(k-k_0)^2/2m$ equal to $-0.10$ eV gives $\kappa=\sqrt{2m(0.10\ \mathrm{eV})}/\hbar=1.3953$ nm$^{-1}$, about 0.5% above the full result. The next mode has zero real part and $\kappa=2.0026$ nm$^{-1}$.

Across a flat barrier of length $d=5$ nm the probability scale is

$$e^{-2\kappa d}=e^{-2(1.3887)(5)}=e^{-13.887}=9.3\times10^{-7}.$$

This is an attenuation factor and not a transmission. Matching at the interfaces and interference between the two valleys multiply it by factors not computed here. Doubling the layer replaces $\lambda$ by $\lambda^2$ and changes $\kappa$ by $4\times10^{-16}$ nm$^{-1}$. That confirms the independence from the choice of cell, not the accuracy of the silicon model.

Set beside real silicon, the model gap of 1.17 eV is close to the low-temperature value, but the valley position of $0.73\,k_X$ is well below the real one, roughly $0.85\,k_X$. The longitudinal mass is also low: a rough real value of $0.92\,m_0$ raises the parabolic $\kappa$ to 1.55 nm$^{-1}$ and lowers the attenuation factor about fivefold. Of the attenuation changes estimated here, the largest comes from admitting states with nonzero transverse wavevector. The four side valleys move along [001] with a mass of roughly $0.19\,m_0$. For the same barrier this mass gives $\kappa=0.706$ nm$^{-1}$ and a factor of $8.6\times10^{-4}$, some 900 times larger. The estimate rests on the real mass: the sp3s* model used here makes the transverse mass several times too large and cannot be used for the side valleys. A barrier field of 0.10 MV/cm, which lowers the barrier from 0.10 to 0.05 eV along its length, reduces the exponent, now $2\int_0^d\kappa\,dx$ with $\kappa$ taken at the local barrier height, from 13.89 to 11.98, a factor of 6.7 in attenuation. Hard-wall confinement in a 5 nm body costs 0.079 eV for a mass of $0.19\,m_0$, comparable with the barrier itself, so the valley energies of a thin channel must be computed anew. Spin-orbit coupling, with a rough splitting of 0.044 eV, shifts $\kappa$ by only $1.3\times10^{-5}$ nm$^{-1}$ if the energy is kept 0.10 eV below the conduction minimum. It also raises the valence maximum by a third of the splitting, about 0.015 eV, so at a fixed height above that maximum the barrier depth, and with it $\kappa$, changes far more. At 300 K the Boltzmann factor for 0.10 eV is $2.1\times10^{-2}$, larger than either tunnelling factor at that depth. This comparison leaves out tunnelling at energies just below the barrier top, so it does not settle whether emission or tunnelling carries more current, least of all when the barrier is tilted.

## Computed values

```
lattice constant: 0.5431 nm
layer period: 0.27155 nm
orbitals per layer N: 10
rank of H1: 5
valence maximum: 0.0000 eV
conduction minimum: 1.1713 eV
valley position k0/kX: 0.7311
zero / infinite / finite factors: 5 / 5 / 10
largest relative error of finite factors: 6.4e-15
energies with mode count checked: 41
propagating case: energy: 1.2713 eV
  k/kX -0.8532, v -2.1129 x 1e5 m/s, left
  k/kX -0.6108, v +2.1805 x 1e5 m/s, right
  k/kX +0.6108, v -2.1805 x 1e5 m/s, left
  k/kX +0.8532, v +2.1129 x 1e5 m/s, right
self-energy difference, modes - decimation: 2.0e-06 eV
ideal-lead transmission per spin: 2.00000
zone-boundary crossing energy: 1.6300 eV
  v from velocity matrix: -4.1974, +4.1974 x 1e5 m/s
  v from raw QZ vectors: +2.4050, -0.0000 x 1e5 m/s
dimer lead: zero factors / eigenvectors: 2 / 1
dimer smallest singular value, E=0.5 eV: 0.283
dimer smallest singular value, E=1 eV: 8.3e-17
tunnelling case: energy: 1.0713 eV
  Re k/kX: 0.7301
  decay constant kappa: 1.3887 1/nm
  amplitude decay length: 0.7201 nm
  kappa shift on doubling the cell: 4.4e-16 1/nm
  slow mode: |Re k|/kX 0.7301, kappa 1.3887 1/nm
  slow mode: |Re k|/kX 0.7301, kappa 1.3887 1/nm
  slow mode: |Re k|/kX 0.0000, kappa 2.0026 1/nm
barrier length: 5.0 nm
  attenuation exp(-2 kappa d): 9.31e-07
model longitudinal mass: 0.742 m0
parabolic kappa, model mass: 1.3953 1/nm
parabolic kappa, rough mass 0.92 m0: 1.5539 1/nm
side-valley kappa, rough mass 0.19 m0: 0.7062 1/nm
  side-valley attenuation: 8.57e-04
kappa shift by spin-orbit (0.044 eV): 1.3e-05 1/nm
barrier field: 0.10 MV/cm
  exponent, flat barrier: 13.887
  exponent, tilted barrier: 11.983
  shift on refining the mesh: 3.8e-06
confinement energy, 5 nm body: 0.0792 eV
thermal factor for 0.10 eV at 300 K: 2.09e-02
```
